# Deuteron quadrupole coupling in D2 from nuclear and electronic field gradients

A deuteron has spin 1 and a charge distribution that is not quite spherical. In the molecule D$_2$ its energy therefore depends on how the spin is oriented relative to the bond. This question finds the size of that effect from the charges in the molecule.

**Data.** $E_h/h=6.579684\times10^{15}$ Hz, where $E_h$ is the hartree; Bohr radius $a_0=5.291772\times10^{-11}$ m; 1 barn $=10^{-28}$ m$^2$; deuteron quadrupole moment $Q=0.00286$ barn; bond length $R=1.40\,a_0$.

**Conventions.** The deuteron under study is at the origin and the bond lies along $z$. $V$ is the electrostatic potential of all other charges, so that electrons contribute negatively. $V_{zz}$ is its second derivative along the bond at the origin, after the isotropic part of the second-derivative tensor has been removed. The coupling constant is $C_Q=eQV_{zz}/h$. The treatment is non-relativistic and uses the Born–Oppenheimer approximation.

## Part (a)

**Question.** Model the nucleus as charges $q_i$ at positions $\mathbf r_i$, symmetric about a unit vector $\mathbf n$, with $eQ=\sum_i q_i(3z_i'^2-r_i^2)$, where $z_i'=\mathbf n\cdot\mathbf r_i$. Find the energy that depends on the angle $\beta$ between $\mathbf n$ and the bond. Hence find the spin levels of a deuteron when the bond is held fixed.

**Answer.** The nucleus is far smaller than the distance over which $V$ changes, so we expand the potential:

$$W=\sum_i q_i\,V(0)+\sum_{i,a}q_i r_{ia}\,\partial_aV+\frac12\sum_{ab}V_{ab}\sum_i q_i r_{ia}r_{ib}+\dots$$

The first term does not depend on orientation. The second vanishes because a nuclear state of definite parity has no electric dipole moment. The third contains the quadrupole energy.

Let $S=\sum_i q_ir_i^2$. Axial symmetry requires the second moments to be built from $\delta_{ab}$ and $n_an_b$:

$$\sum_i q_i r_{ia}r_{ib}=\frac S3\,\delta_{ab}+\frac{eQ}{2}\left(n_an_b-\frac{\delta_{ab}}3\right).$$

The trace is $S$, as it must be. The component along $\mathbf n$ is $S/3+eQ/3$, and three times this minus $S$ gives $eQ$, as defined.

An isotropic part of $V_{ab}$, proportional to $\delta_{ab}$, multiplies only the trace $S$. It shifts all orientations equally and may be dropped. The remaining tensor is traceless and symmetric about the bond direction $\mathbf k$:

$$V_{ab}=\frac{V_{zz}}2\,(3k_ak_b-\delta_{ab}).$$

The $S$ term now gives zero, and the other term gives

$$W_Q=\frac12\cdot\frac{eQ}2\cdot\frac{V_{zz}}2\sum_{ab}\left(n_an_b-\frac{\delta_{ab}}3\right)(3k_ak_b-\delta_{ab}).$$

The four products in the sum are $3\cos^2\beta$, $-1$, $-1$ and $+1$. Therefore

$$W_Q=\frac{eQV_{zz}}8\,(3\cos^2\beta-1).$$

For the quantum nucleus, $Q$ is defined by the charge density of the state with spin projection $m=1$. That density is symmetric about the quantization axis. With this axis along the bond, $\beta=0$ and

$$E_{m=1}=\frac{eQV_{zz}}4=\frac{hC_Q}4.$$

Reversing the spin leaves the charge density unchanged, so $E_{m=-1}$ is the same. The charge densities of the three $m$ states add up to a spherical one, so the three energies sum to zero and $E_{m=0}=-hC_Q/2$. The levels are separated by $\tfrac34hC_Q$.

This separation belongs to a fixed bond. In a freely rotating molecule the interaction is also averaged over bond directions, and in the rotational state $J=0$ the average of $3\cos^2\beta-1$ is zero. The constant $C_Q$ itself refers to the axis of the molecule.

## Part (b)

**Question.** Derive the numerical factor that gives $C_Q$ in MHz when $Q$ is in barn and $V_{zz}$ is in atomic units. Evaluate the coupling of a deuteron per atomic unit of gradient.

**Answer.** A potential is an energy divided by a charge, and a gradient of the field is a potential divided by a length squared. The atomic unit of $V_{zz}$ is therefore $E_h/(e a_0^2)$. Write $Q=Q_b\times10^{-28}$ m$^2$ and $V_{zz}=v\,E_h/(ea_0^2)$, with $Q_b$ and $v$ pure numbers. Then

$$C_Q=\frac{e}{h}\left(Q_b\times10^{-28}\ \mathrm{m^2}\right)\frac{v\,E_h}{e\,a_0^2}
=\frac{E_h}{h}\,\frac{10^{-28}\ \mathrm{m^2}}{a_0^2}\,Q_b\,v .$$

The elementary charge cancels. The area ratio is $3.571065\times10^{-8}$, so the factor is

$$6.579684\times10^{15}\ \mathrm{Hz}\times3.571065\times10^{-8}=2.3496\times10^{8}\ \mathrm{Hz},$$

$$\boxed{C_Q/\mathrm{MHz}=234.96\;Q_b\,v.}$$

The factor contains no property of the deuteron and serves for any nucleus. For the deuteron, $234.96\times0.00286=0.672$, so one atomic unit of gradient corresponds to 672 kHz.

Atomic units are used from here on, with $e=a_0=E_h=1$.

## Part (c)

**Question.** Find the contribution of the other deuteron to $V_{zz}$ and to the coupling.

**Answer.** The other deuteron has charge $+1$ and sits at $z=R$. On the axis near the origin its potential is $(R-z)^{-1}$. Differentiating twice gives

$$\frac{d}{dz}\frac1{R-z}=\frac1{(R-z)^2},\qquad \frac{d^2}{dz^2}\frac1{R-z}=\frac2{(R-z)^3}.$$

A point charge satisfies Laplace's equation away from itself, so there is no isotropic part to remove. At $z=0$,

$$V_{\rm nuc}=\frac2{R^3}=\frac2{2.744}=0.7289,$$

and the contribution to the coupling is $672\times0.7289=489.8$ kHz. This is about twice what is observed, so the electrons must cancel roughly half of it.

## Part (d)

**Question.** Express the electronic part $V_{\rm el}$ through the electron density $\rho(\mathbf r)$. Explain what happens at $r=0$, where the electrons overlap the nucleus.

**Answer.** The potential of the electrons at a point $\mathbf s$ is $-\int\rho(\mathbf r)\,|\mathbf r-\mathbf s|^{-1}d^3r$. For $\mathbf r\neq0$,

$$\left.\frac{\partial^2}{\partial s_z^2}\frac1{|\mathbf r-\mathbf s|}\right|_{\mathbf s=0}=\frac{3z^2-r^2}{r^5}=\frac{3\cos^2\theta-1}{r^3},$$

which leads to

$$V_{\rm el}=-\int\rho(\mathbf r)\,\frac{3\cos^2\theta-1}{r^3}\,d^3r .$$

The factor $r^{-3}$ needs care near the origin. Split $\rho$ into angular components about the deuteron.

- The spherical component produces a spherical potential, whose second derivatives at the centre are equal in all directions. By Poisson's equation each equals $+4\pi\rho(0)/3$ for negative charge. This is the isotropic part that the definition of $V_{zz}$ removes. The integral agrees, because $\int_{-1}^{1}(3c^2-1)\,dc=0$ when the angles are integrated first.
- The component with the angular form $3\cos^2\theta-1$ vanishes as $r^2$ near the origin. With the volume element the integrand behaves as $r^2\cdot r^{-3}\cdot r^2=r$, which is harmless.
- Components of other angular form integrate to zero over the angles.

Density that is spherical about the deuteron therefore contributes nothing, however close it lies. Electrons within $54.7^\circ$ of the axis, on either side, have $3\cos^2\theta>1$ and make $V_{\rm el}$ negative. Electrons nearer the equatorial plane make it positive.

## Part (e)

**Question.** Estimate $V_{zz}$ by placing two undistorted hydrogen-like 1s atoms, each with density $e^{-2r}/\pi$, at the distance $R$. Examine the limit of small $R$ and the limit of large $R$.

**Answer.** The deuteron's own electron cloud is spherical about it and contributes nothing. What remains is the neighbouring neutral atom. The net charge within a distance $r$ of its centre is

$$q(r)=1-4\int_0^r s^2e^{-2s}\,ds=(1+2r+2r^2)\,e^{-2r}.$$

By Gauss's law its potential $\varphi$ obeys

$$\varphi'(r)=-\frac{q(r)}{r^2}=-\left(2+\frac2r+\frac1{r^2}\right)e^{-2r}.$$

Differentiating the exponential and the bracket in turn gives

$$\varphi''=\left(4+\frac4r+\frac2{r^2}\right)e^{-2r}+\left(\frac2{r^2}+\frac2{r^3}\right)e^{-2r}
=\left(4+\frac4r+\frac4{r^2}+\frac2{r^3}\right)e^{-2r}.$$

For a spherical potential the second derivative along the line of centres is $\varphi''$, and each of the two transverse ones is $\varphi'/R$. The trace is not zero, because the neighbour's cloud reaches the deuteron. Removing one third of it leaves

$$V_{zz}=\varphi''-\frac13\left(\varphi''+\frac{2\varphi'}R\right)=\frac23\left(\varphi''-\frac{\varphi'}R\right).$$

The bracket is $e^{-2R}(4+6/R+6/R^2+3/R^3)$, so

$$V_{zz}^{\rm frozen}=e^{-2R}\left(\frac83+\frac4R+\frac4{R^2}+\frac2{R^3}\right).$$

As $R\to0$ this approaches $2/R^3$: the deuteron is deep inside the neighbour's cloud and sees its bare nucleus. As $R\to\infty$ it falls exponentially in this model, because the neighbour is neutral and spherical.

At $R=1.40$ the exponential is 0.06081 and the bracket is $2.667+2.857+2.041+0.729=8.294$. Hence

$$V_{zz}^{\rm frozen}=0.504,\qquad C_Q^{\rm frozen}=339\ \mathrm{kHz}.$$

The electronic part is $0.50433-0.72886=-0.2245$, or $-151$ kHz. The full calculation of part (f) gives $-260$ kHz, so undistorted atoms supply about 58% of the electronic cancellation.

## Part (f)

**Question.** The singlet ground state of the two electrons is written as $\Psi(1,2)=\sum_{pq}C_{pq}\phi_p(1)\phi_q(2)$, with real orthonormal orbitals, $C$ symmetric and $\sum_{pq}C_{pq}^2=1$. Find the density. Minimizing the energy over all $C$ in the cc-pVQZ orbital basis (full configuration interaction) gives $V_{\rm el}=-0.3872$ at $R=1.40$. Find the coupling, and compare it with part (e) and with the Hartree–Fock value $V_{zz}=0.3448$ in the same basis.

**Answer.** Either electron may be at $\mathbf r$, which gives a factor of two. The other is integrated over, and orthonormality makes its two orbital indices equal:

$$\rho(\mathbf r)=2\int|\Psi(\mathbf r,\mathbf r_2)|^2d^3r_2=\sum_{pp'}\Big(2\sum_qC_{pq}C_{p'q}\Big)\phi_p(\mathbf r)\phi_{p'}(\mathbf r).$$

This is the density that enters the integral of part (d). The two parts of the gradient add to

$$V_{zz}=0.7289-0.3872=0.3417,$$

and in terms of the coupling

$$C_Q=489.8-260.2=229.6\ \mathrm{kHz}.$$

Relative to the frozen atoms, bonding changes $V_{\rm el}$ by $-0.38715+0.22454=-0.1626$, or about $-109$ kHz. By part (d), the change of density weighted with $(3\cos^2\theta-1)/r^3$ is therefore positive. This does not mean that density leaves the equatorial region. Close to the deuteron, bonding adds density in all directions, but not equally. At the same distance, within a bond length, the change is largest along the axis towards the other deuteron, smaller in the equatorial plane, and smallest along the axis on the far side, where it turns into a loss between 0.5 and 0.7 from the deuteron. The factor $3\cos^2\theta-1$ averages to zero over the directions of each half-space, $z>0$ and $z<0$, so each half responds only to how the change varies with angle. In this basis the half facing the other deuteron contributes about $+0.29$ to the weighted change and the far half about $-0.13$, which leaves the positive total; a larger basis moves each by about $0.01$, to $+0.30$ and $-0.14$.

The Hartree–Fock gradient corresponds to 231.7 kHz. Electron correlation lowers the coupling by about 2 kHz in this basis.

At a given $R$ the nuclear part is exact, so any error lies in $V_{\rm el}$. The two parts cancel only partly, and the magnification of errors is mild: an error of 1% in $V_{\rm el}$ is 2.6 kHz, which is 1.1% of the total of 229.6 kHz.

## Part (g)

**Question.** The bond length is not fixed, even in the vibrational ground state. State how $V_{zz}$ should be averaged for $v=0$, $J=1$. In this state the mean bond length is 1.438, its root-mean-square spread is 0.140, and the averaging changes $V_{zz}$ by about $-0.005$ from its value at $R=1.40$. Give the final coupling and discuss its reliability.

**Answer.** With $\mu$ half the deuteron mass and $E(R)$ the electronic energy including nuclear repulsion, the radial function $\chi$ obeys

$$-\frac1{2\mu}\chi''+\left[E(R)+\frac{J(J+1)}{2\mu R^2}\right]\chi=\varepsilon\chi,
\qquad \langle V_{zz}\rangle=\int|\chi(R)|^2\,V_{zz}(R)\,dR,$$

with $\chi$ normalized. The quoted values come from full configuration interaction in the smaller cc-pVTZ basis at eleven bond lengths between 0.7 and 2.4. The curves were interpolated by polynomials and the radial equation was solved by finite differences.

The nuclear term shows one reason why the shift is small although the spread is a tenth of the bond length. Let $x=R-1.40$, so that $\langle x\rangle=0.038$ and $\langle x^2\rangle=0.140^2+0.038^2=0.021$. To second order,

$$\left\langle\frac2{R^3}\right\rangle-\frac2{1.40^3}\approx-\frac{6}{1.40^4}\langle x\rangle+\frac{12}{1.40^5}\langle x^2\rangle\approx-0.059+0.047 .$$

The longer mean bond lowers the gradient, while the curvature of $2/R^3$ raises it. Higher orders are not negligible here: averaged in full, the nuclear term changes by $-0.016$. The electrons supply a second reason: averaged in the same way, their negative contribution becomes weaker by $0.011$, which cancels about two thirds of the nuclear change. Together the two parts give the shift of about $-0.005$.

The shift, obtained in the cc-pVTZ basis, corresponds to about $-3.4$ kHz. Added to the result of part (f), it gives

$$\boxed{\langle V_{zz}\rangle\approx0.337,\qquad C_Q\approx229.6-3.4\approx226\ \mathrm{kHz}.}$$

The measured coupling lies between 220 and 230 kHz. Two points limit what the agreement means.

First, the orbital basis is finite. At $R=1.40$ the cc-pVTZ basis gives about 233 kHz and cc-pVQZ about 230 kHz. The value is still falling: cc-pV5Z gives about 228 kHz, and a set of similar size with added tight p and d functions about 227 kHz. The vibrational shift also depends on the basis. With cc-pVQZ curves the mean bond length is 1.436 and the shift is about $-2.5$ kHz instead of $-3.4$. These two errors partly cancel in the result above: cc-pVQZ throughout gives about 227 kHz, and the larger sets with the cc-pVQZ shift give 225 to 226 kHz ($\langle V_{zz}\rangle$ from 0.335 to 0.336). The final coupling is therefore uncertain by 1 to 2 kHz from the basis alone, and closer agreement would be partly fortuitous. Relativity and corrections to the Born–Oppenheimer approximation are also left out.

Second, precise values of the deuteron's $Q$ are themselves obtained by dividing a measured molecular coupling by a computed gradient. The comparison therefore shows that the gradient found here is consistent with the value of $Q$ supplied; it is not an independent prediction of the measured coupling.
